# Graphene's Boltzmann conductivity with screened charged impurities: a program that tests the result

```python
# Result under test: Boltzmann conductivity of graphene with charged impurities,
#   sigma = (e^2/h) (n/n_i) C(alpha),   C = 1 / (2 alpha^2 I(alpha)),
#   I(alpha) = integral_0^1 x^2 sqrt(1-x^2) / (x + 2 alpha)^2 dx.
# n: carrier density; n_i: density of charges +-e lying in the sheet;
# alpha = e^2/(4 pi eps0 kappa hbar v); v: band velocity; kappa: mean permittivity.
# Assumed: T = 0, static linear screening, first Born approximation.
# Dimensionless parts use k_F = 1, hbar v = 1 and the Fermi-level density of states = 1
# as the unit of the static response.
import numpy as np
from scipy import constants as sc
from scipy import integrate, interpolate, optimize, special

pi, e, hbar, h = np.pi, sc.e, sc.hbar, sc.h
G0 = e**2 / h


def panels(lo, hi, count, order=16):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(lo, hi, count + 1)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[:-1] + edges[1:])[:, None] / 2
    return (mid + half * x).ravel(), (half * w).ravel()


def fine_structure(kappa, v):
    return e**2 / (4 * pi * sc.epsilon_0 * kappa * hbar * v)


def closed_I(alpha):
    a = 2 * alpha
    if abs(a - 1) < 1e-7:
        L = 1.0
    elif a < 1:
        L = np.arccosh(1 / a) / np.sqrt(1 - a * a)
    else:
        L = np.arccos(1 / a) / np.sqrt(a * a - 1)
    return pi / 4 + 3 * a - 1.5 * pi * a**2 - a * (2 - 3 * a * a) * L


def quad_I(screen, kd=0.0):
    """Angular integral by quadrature; screen = q_s/(2k), kd = k times setback."""
    def integrand(p):
        s = np.sin(p)
        return (s * np.cos(p) / (s + screen))**2 * np.exp(-4 * kd * s)
    return integrate.quad(integrand, 0, pi / 2, epsabs=1e-13, epsrel=1e-10,
                          limit=300)[0]


def coefficient(alpha):
    return 1 / (2 * alpha**2 * closed_I(alpha))


# ---------- linearized Boltzmann equation solved on the Fermi circle ----------
def state_density(n, v):
    """dn/dE by finite difference of the carrier count."""
    energy = hbar * v * np.sqrt(pi * n)
    def count(en):
        return en**2 / (pi * (hbar * v)**2)
    step = 1e-4 * energy
    return (count(energy + step) - count(energy - step)) / (2 * step)


def kinetic_sigma(n, v, strength, points=240):
    """strength(q) = scatterer density times |potential(q)|^2, SI units."""
    k = np.sqrt(pi * n)
    angle = 2 * pi * np.arange(points) / points
    ham = np.zeros((points, 2, 2), complex)
    ham[:, 0, 1] = np.exp(-1j * angle)
    ham[:, 1, 0] = np.exp(1j * angle)
    spinor = np.linalg.eigh(ham)[1][:, :, 1]
    overlap = np.abs(spinor.conj() @ spinor.T)**2
    q = 2 * k * np.abs(np.sin((angle[:, None] - angle[None, :]) / 2))
    np.fill_diagonal(q, k)  # no change of direction: drops out of the collision term
    rate = (2 * pi / hbar) * strength(q) * overlap
    rate = rate * k / (4 * pi**2 * hbar * v) * (2 * pi / points)
    collision = np.diag(rate.sum(axis=1)) - rate
    drive = v * np.cos(angle)
    # the added constant matrix lifts only the uniform null mode
    response = np.linalg.solve(collision + rate.mean(), drive)
    return e**2 * state_density(n, v) * np.mean(drive * response)


def charged(n_screen, n_i, kappa, v):
    """Impurity strength, with screening taken at carrier density n_screen."""
    coul = e**2 / (2 * sc.epsilon_0 * kappa)
    qs = coul * state_density(n_screen, v) if n_screen > 0 else 0.0
    return lambda q: n_i * (coul / (q + qs))**2


# ---------- static density response ----------
def pol0(q, kf):
    """Derived zero-temperature response at Fermi wavevector kf."""
    ratio = np.minimum(1.0, 2 * kf / np.maximum(q, 1e-12))
    return (kf + pi * q / 8 - 0.5 * kf * np.sqrt(1 - ratio**2)
            - q / 4 * np.arcsin(ratio))


def pol_direct(q, t, mu):
    """Response summed from its definition over both bands, in elliptic coordinates."""
    nu_count, mu_count, top = 400, 2400, 13.0
    nu = (np.arange(nu_count) + 0.5) * pi / nu_count
    u = (np.arange(mu_count) + 0.5) * top / mu_count
    k = q / 2 * (np.cosh(u)[:, None] + np.cos(nu))
    p = q / 2 * (np.cosh(u)[:, None] - np.cos(nu))
    cosine = (k**2 + p**2 - q**2) / (2 * k * p)
    total = 0.0
    for s in (1, -1):
        fk = special.expit((mu - s * k) / t)
        for r in (1, -1):
            fp = special.expit((mu - r * p) / t)
            total = total + 0.5 * (1 + s * r * cosine) * (fk - fp) / (r * p - s * k)
    cell = 2 * (pi / nu_count) * (top / mu_count)
    return np.sum(total * k * p) * cell / (2 * pi)


def thermal_setup(t):
    """Energies, thermal weights and chemical potential at fixed net density."""
    s, w = panels(-25, 25, 100, 8)
    w = w / (4 * np.cosh(s / 2)**2)
    def excess(m):
        return np.sum(w * (m + t * s) * np.abs(m + t * s)) - 1
    mu = optimize.brentq(excess, 0.0, 1.5)
    return mu + t * s, w, mu


def thermal_ratio(t, alpha):
    """sigma(T)/sigma(0) from smearing and thermal screening."""
    en, w, mu = thermal_setup(t)
    k = np.abs(en)
    grid = np.linspace(0, 2 * k.max(), 500)
    response = pol0(grid[:, None], k[None, :]) @ w
    spline = interpolate.CubicSpline(grid, response)
    phi, wp = panels(0, pi / 2, 4)
    s, c = np.sin(phi), np.cos(phi)
    screen = 4 * alpha * spline(2 * k[:, None] * s) / (2 * k[:, None])
    integral = ((s * c / (s + screen))**2) @ wp
    return np.sum(w * k**2 / integral) * closed_I(alpha), mu


# ---------- Dirac partial waves in the screened impurity potential ----------
def transport_cross_sections(charges, alpha):
    """k_F times transport cross-section for each charge (positive = repulsive)."""
    core = alpha / (1 + pi * alpha / 2)
    q1, w1 = panels(0, 2, 12)
    t2, w2 = panels(0, 6, 120)
    q = np.concatenate([q1, 2 + t2**2])
    w = np.concatenate([w1, 2 * t2 * w2])
    bracket = alpha * q / (q + 4 * alpha * pol0(q, 1.0)) - core
    x0, x1, steps = np.log(1e-3), np.log(30.0), 3000
    xs = np.linspace(x0, x1, 1500)
    rs = np.exp(xs)
    rv = core + rs * (special.j0(rs[:, None] * q) @ (w * bracket))
    xh = np.linspace(x0, x1, 2 * steps + 1)
    rh = np.exp(xh)
    rvh = interpolate.CubicSpline(xs, rv)(xh)
    z = np.array(charges, float)[:, None]
    m = np.arange(16)[None, :]
    eta = 0.5 * np.arcsin(-z * core / (m + 0.5))
    def slope(i, y):
        return rh[i] - z * rvh[i] - (m + 0.5) * np.sin(2 * y)
    dx = (x1 - x0) / steps
    for j in range(steps):
        i = 2 * j
        a = slope(i, eta)
        b = slope(i + 1, eta + dx / 2 * a)
        c = slope(i + 1, eta + dx / 2 * b)
        d = slope(i + 2, eta + dx * c)
        eta = eta + dx / 6 * (a + 2 * b + 2 * c + d)
    f, g, r = np.cos(eta), np.sin(eta), rh[-1]
    top = f * special.jv(m + 1, r) - g * special.jv(m, r)
    bottom = f * special.yv(m + 1, r) - g * special.yv(m, r)
    delta = np.arctan(top / bottom)
    return 4 * np.sum(np.sin(np.diff(delta, axis=1))**2, axis=1)


# ---------- example parameters ----------
v, kappa = 1.0e6, 2.5
n, n_i = 2.0e16, 5.0e15          # m^-2
setback, temperature = 0.5e-9, 300.0
alpha = fine_structure(kappa, v)
kF = np.sqrt(pi * n)
EF = hbar * v * kF
I = closed_I(alpha)
C = coefficient(alpha)
sigma = G0 * n / n_i * C
tau = kF / (4 * pi * alpha**2 * v * n_i * I)
mobility = sigma / (n * e)

# closed form and limits against quadrature
for a in (0.02, 0.2, 0.4999, 0.5, 0.51, alpha, 2.2, 5.0):
    assert abs(closed_I(a) / quad_I(2 * a) - 1) < 1e-6
weak = 1 / (2 * quad_I(2e-5))
strong = 1 / (2 * 1e8 * quad_I(2e4))
assert abs(weak / (2 / pi) - 1) < 2e-3
assert abs(strong / (32 / pi) - 1) < 1e-3

# screening wavevector, and full conductivity from the collision matrix
qTF = e**2 / (2 * sc.epsilon_0 * kappa) * state_density(n, v)
assert abs(qTF / (4 * alpha * kF) - 1) < 1e-7
for nn, ni, kap, vel in ((n, n_i, kappa, v), (7e15, 2e15, 1.0, 1.1e6),
                         (5e16, 9e15, 8.0, 0.9e6)):
    solved = kinetic_sigma(nn, vel, charged(nn, ni, kap, vel))
    formula = G0 * nn / ni * coefficient(fine_structure(kap, vel))
    assert abs(solved / formula - 1) < 1e-4
sigma_solved = kinetic_sigma(n, v, charged(n, n_i, kappa, v))
assert abs(2 * G0 * kF * v * tau / sigma_solved - 1) < 1e-4

# density exponents between n and 2n for different screening
def exponent(screen_low, screen_high):
    low = kinetic_sigma(n, v, charged(screen_low, n_i, kappa, v))
    high = kinetic_sigma(2 * n, v, charged(screen_high, n_i, kappa, v))
    return np.log2(high / low)


exp_scaled, exp_frozen, exp_bare = exponent(n, 2 * n), exponent(n, n), exponent(0, 0)
assert abs(exp_scaled - 1) < 1e-6 and abs(exp_bare - 1) < 1e-6
assert exp_frozen < 0.9

# static response: constant up to 2 k_F, derived curve beyond it
response = {q: pol_direct(q, 0.02, 1.0) for q in (0.6, 1.6, 3.0)}
assert abs(response[0.6] - 1) < 2e-3 and abs(response[1.6] - 1) < 2e-3
assert abs(response[3.0] / pol0(3.0, 1.0) - 1) < 3e-3
assert pol0(3.0, 1.0) > 1.05

# temperature
t = sc.k * temperature / EF
en, wt, mu = thermal_setup(t)
for q in (1.5, 3.0):
    assert abs(np.sum(wt * pol0(q, np.abs(en))) / pol_direct(q, t, mu) - 1) < 2e-3
hot, mu = thermal_ratio(t, alpha)
assert abs(thermal_ratio(0.01, alpha)[0] - 1) < 5e-3

# partial waves: weak charge must give the Born rate, unit charge sizes its error
weak_charge = 0.03
cross = transport_cross_sections([weak_charge, -weak_charge, 1.0, -1.0], alpha)
born = 4 * pi * alpha**2 * I
born_check = cross[:2].mean() / weak_charge**2 / born
assert abs(born_check - 1) < 5e-3
repulsive, attractive = born / cross[2], born / cross[3]
mixed = born / cross[2:].mean()

# setback of the impurities
def setback_I(density):
    return quad_I(2 * alpha, np.sqrt(pi * density) * setback)


setback_gain = I / setback_I(n)
setback_exponent = 1 - np.log(setback_I(1.01 * n) / setback_I(n / 1.01)) / (2 * np.log(1.01))
assert setback_gain > 1 and setback_exponent > 1

# acoustic phonons, rough material inputs
deform, sound, mass = 20 * e, 2.0e4, 7.6e-7
power = deform**2 * sc.k * temperature / (mass * sound**2)
rho_phonon = power / (8 * (hbar * v)**2) / G0
for nn in (n, 3 * n):
    solved = 1 / kinetic_sigma(nn, v, lambda q: power + 0 * q)
    assert abs(solved / rho_phonon - 1) < 1e-6

# rms disorder potential in units of E_F
qq, wq = panels(0, 120, 400)
Vq = 2 * pi * alpha / (qq + 4 * alpha * pol0(qq, 1.0))
rms = np.sqrt(n_i / kF**2 / (2 * pi)
              * np.sum(wq * qq * Vq**2 * np.exp(-2 * qq * kF * setback)))

print(f"band velocity v = {v:.2e} m/s; permittivity kappa = {kappa:.2f}")
print(f"carrier density n = {n*1e-4:.2e} cm^-2")
print(f"impurity density n_i = {n_i*1e-4:.2e} cm^-2; n/n_i = {n/n_i:.2f}")
print(f"fine-structure constant alpha = {alpha:.4f}")
print(f"Fermi wavevector k_F = {kF*1e-9:.4f} nm^-1")
print(f"Fermi energy E_F = {EF/e:.4f} eV")
print(f"screening wavevector q_TF = {qTF*1e-9:.4f} nm^-1; q_TF/k_F = {qTF/kF:.4f}")
print(f"angular integral I = {I:.6f}; by quadrature {quad_I(2*alpha):.6f}")
print(f"coefficient C(alpha) = {C:.3f}")
print(f"transport time tau = {tau*1e15:.1f} fs")
print(f"mean free path = {v*tau*1e9:.1f} nm; k_F times it = {kF*v*tau:.2f}")
print(f"conductivity = {sigma/G0:.2f} e^2/h = {sigma*1e3:.3f} mS")
print(f"same from collision matrix = {sigma_solved/G0:.2f} e^2/h")
print(f"sheet resistance = {1/sigma:.1f} ohm")
print(f"mobility = {mobility*1e4:.0f} cm2/Vs")
for nn in (1e16, 2e16, 4e16):
    s = kinetic_sigma(nn, v, charged(nn, n_i, kappa, v))
    print(f"sweep, collision matrix: n = {nn*1e-4:.1e} cm^-2, sigma = {s*1e3:.3f} mS")
for a in (0.1, 0.3, 0.5, 1.0, 2.0):
    print(f"table: alpha = {a:.1f}, I = {closed_I(a):.5f}, C = {coefficient(a):.3f}")
print(f"weak limit of C alpha^2: computed {weak:.4f}, 2/pi = {2/pi:.4f}")
print(f"strong limit of C: computed {strong:.3f}, 32/pi = {32/pi:.3f}")
print(f"unscreened coefficient 2/(pi alpha^2) = {2/(pi*alpha**2):.3f}")
print(f"density exponent n to 2n, screening scales with k_F: {exp_scaled:.4f}")
print(f"density exponent n to 2n, screening frozen: {exp_frozen:.4f}")
print(f"density exponent n to 2n, no screening: {exp_bare:.4f}")
for q in response:
    print(f"static response/D at q = {q:.1f} k_F: summed {response[q]:.4f}, "
          f"derived {pol0(q, 1.0):.4f}")
print(f"partial-wave/Born rate at charge {weak_charge:.2f} e: {born_check:.4f}")
print(f"beyond Born, sigma/sigma_Born: repulsive {repulsive:.3f}, "
      f"attractive {attractive:.3f}")
print(f"beyond Born, equal mixture of both signs: {mixed:.3f}")
print(f"setback d = {setback*1e9:.2f} nm: k_F d = {kF*setback:.4f}")
print(f"setback: sigma/sigma(d=0) = {setback_gain:.3f}, "
      f"density exponent {setback_exponent:.3f}")
print(f"temperature {temperature:.0f} K: kT/E_F = {t:.4f}, mu/E_F = {mu:.4f}")
print(f"thermal smearing and screening: sigma(T)/sigma(0) = {hot:.3f}")
print(f"phonon inputs (rough): {deform/e:.0f} eV, {sound:.1e} m/s, {mass:.1e} kg/m2")
print(f"acoustic-phonon resistance = {rho_phonon:.1f} ohm; "
      f"over impurity part = {rho_phonon*sigma:.3f}")
print(f"rms disorder potential at that setback = {rms*EF/e*1e3:.1f} meV; "
      f"over E_F = {rms:.3f}")
print("done: every assertion held")
```

Running it gives:

```
band velocity v = 1.00e+06 m/s; permittivity kappa = 2.50
carrier density n = 2.00e+12 cm^-2
impurity density n_i = 5.00e+11 cm^-2; n/n_i = 4.00
fine-structure constant alpha = 0.8751
Fermi wavevector k_F = 0.2507 nm^-1
Fermi energy E_F = 0.1650 eV
screening wavevector q_TF = 0.8774 nm^-1; q_TF/k_F = 3.5003
angular integral I = 0.033993; by quadrature 0.033993
coefficient C(alpha) = 19.208
transport time tau = 153.3 fs
mean free path = 153.3 nm; k_F times it = 38.42
conductivity = 76.83 e^2/h = 2.977 mS
same from collision matrix = 76.83 e^2/h
sheet resistance = 336.0 ohm
mobility = 9289 cm2/Vs
sweep, collision matrix: n = 1.0e+12 cm^-2, sigma = 1.488 mS
sweep, collision matrix: n = 2.0e+12 cm^-2, sigma = 2.977 mS
sweep, collision matrix: n = 4.0e+12 cm^-2, sigma = 5.953 mS
table: alpha = 0.1, I = 0.31717, C = 157.642
table: alpha = 0.3, I = 0.13090, C = 42.443
table: alpha = 0.5, I = 0.07301, C = 27.394
table: alpha = 1.0, I = 0.02784, C = 17.961
table: alpha = 2.0, I = 0.00902, C = 13.861
weak limit of C alpha^2: computed 0.6369, 2/pi = 0.6366
strong limit of C: computed 10.187, 32/pi = 10.186
unscreened coefficient 2/(pi alpha^2) = 0.831
density exponent n to 2n, screening scales with k_F: 1.0000
density exponent n to 2n, screening frozen: 0.2959
density exponent n to 2n, no screening: 1.0000
static response/D at q = 0.6 k_F: summed 1.0000, derived 1.0000
static response/D at q = 1.6 k_F: summed 1.0000, derived 1.0000
static response/D at q = 3.0 k_F: summed 1.2585, derived 1.2581
partial-wave/Born rate at charge 0.03 e: 1.0003
beyond Born, sigma/sigma_Born: repulsive 1.456, attractive 0.426
beyond Born, equal mixture of both signs: 0.659
setback d = 0.50 nm: k_F d = 0.1253
setback: sigma/sigma(d=0) = 1.374, density exponent 1.156
temperature 300 K: kT/E_F = 0.1567, mu/E_F = 0.9589
thermal smearing and screening: sigma(T)/sigma(0) = 0.956
phonon inputs (rough): 20 eV, 2.0e+04 m/s, 7.6e-07 kg/m2
acoustic-phonon resistance = 40.6 ohm; over impurity part = 0.121
rms disorder potential at that setback = 40.5 meV; over E_F = 0.245
done: every assertion held
```
